# Pi population of a planar amide nitrogen from its quadrupole coupling: verification in Python

```python
# Townes-Dailey analysis of a planar amide nitrogen.
# Result under test: N_pi = n + chi_zz/q0, where
#   n      = population of each of three orthonormal in-plane sigma hybrids
#   chi_zz = signed 14N quadrupole coupling along the plane normal (MHz)
#   q0     = coupling along its own axis from one p electron (MHz)
# The field gradient is integrated from explicit orbitals, then inverted.
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space
from pyscf import gto, scf

CHI, Q0, N_SIGMA = -4.0, -10.0, 1.3

# Orbitals s, px, py, pz share the radial function norm*r*exp(-zeta*r).
# The s radial shape is immaterial because its angular integral vanishes.
zeta = 1.95
x_lag, w_lag = np.polynomial.laguerre.laggauss(12)
radius = x_lag / (2 * zeta)
norm2 = (2 * zeta)**5 / 24
inverse_cube = np.sum(w_lag * norm2 * radius) / (2 * zeta)
cos_t, w_t = np.polynomial.legendre.leggauss(12)
phi = np.arange(24) * 2 * np.pi / 24
ct, ph = np.meshgrid(cos_t, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
unit = np.array([st * np.cos(ph), st * np.sin(ph), ct]).reshape(3, -1)
w_ang = np.repeat(w_t, len(phi)) * 2 * np.pi / len(phi)
angular = np.vstack([np.ones(unit.shape[1]), np.sqrt(3) * unit])
angular /= np.sqrt(4 * np.pi)
kernel = 3 * unit[:, None] * unit[None, :] - np.eye(3)[:, :, None]
gradient = -inverse_cube * np.einsum(
    "ijg,ag,bg,g->ijab", kernel, angular, angular, w_ang)
one_p = gradient[2, 2, 3, 3]
assert np.isclose(one_p, -0.8 * zeta**3 / 3, rtol=1e-10)
assert np.isclose(gradient[0, 0, 3, 3], 0.4 * zeta**3 / 3, rtol=1e-10)
assert np.allclose(gradient[:, :, 0, :], 0, atol=1e-11)


def coupling(density):
    """Coupling tensor in MHz for a density matrix in s, px, py, pz."""
    return Q0 * np.einsum("ijab,ab->ij", gradient, density) / one_p


def asymmetry(tensor):
    values = np.linalg.eigvalsh(tensor)
    values = values[np.argsort(abs(values))]
    return abs(values[1] - values[0]) / abs(values[2])


def infer(sigma_density, pi_orbital, observed=CHI):
    """Solve the integrated coupling for the pi or lone-pair population."""
    empty = coupling(sigma_density)[2, 2]
    single = coupling(sigma_density + np.outer(pi_orbital, pi_orbital))[2, 2]
    return (observed - empty) / (single - empty)


angles = np.array([0, 2 * np.pi / 3, 4 * np.pi / 3])
sp2 = np.array([[np.sqrt(1 / 3), np.sqrt(2 / 3) * np.cos(a),
                 np.sqrt(2 / 3) * np.sin(a), 0] for a in angles])
assert np.allclose(sp2 @ sp2.T, np.eye(3))
pz = np.array([0., 0., 0., 1.])
sigma = N_SIGMA * sp2.T @ sp2
n_pi = infer(sigma, pz)
assert np.isclose(n_pi, N_SIGMA + CHI / Q0, atol=1e-10)
assert np.isclose(n_pi, 1.7, atol=1e-10)
full = sigma + n_pi * np.outer(pz, pz)
tensor = coupling(full)
assert asymmetry(tensor) < 1e-10
net_charge = 5 - np.trace(full)
n_pi_plus = infer(sigma, pz, -CHI)
assert np.isclose(n_pi_plus, N_SIGMA - CHI / Q0, atol=1e-10)

# Equal populations: any orthonormal in-plane hybrids give the same answer.
rng = np.random.default_rng(4)
for _ in range(5):
    rotation = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    hybrids = np.hstack([rotation, np.zeros((3, 1))])
    trial = N_SIGMA * hybrids.T @ hybrids
    assert np.isclose(infer(trial, pz), n_pi, atol=1e-10)

# Unequal populations at fixed mean, first hybrid towards the metal.
populations = np.array([1.5, 1.2, 1.2])
uneven_sigma = sp2.T @ np.diag(populations) @ sp2
n_pi_uneven = infer(uneven_sigma, pz)
uneven_tensor = coupling(uneven_sigma + n_pi_uneven * np.outer(pz, pz))
eta = asymmetry(uneven_tensor)
assert np.isclose(n_pi_uneven, populations.mean() + CHI / Q0, atol=1e-10)
assert np.isclose(eta, abs(Q0 * (populations[0] - populations[1]) / CHI))

# Zero-field spin-1 transition frequencies from the full Hamiltonian.
ix = np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]]) / np.sqrt(2)
iy = np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]]) / np.sqrt(2)
spin = [ix, iy, np.diag([1., 0., -1.])]


def lines(chi_tensor):
    ham = sum(chi_tensor[i, j] * spin[i] @ spin[j] / 2
              for i in range(3) for j in range(3))
    e = np.linalg.eigvalsh(ham)
    return np.sort([e[1] - e[0], e[2] - e[1], e[2] - e[0]])


even_lines, uneven_lines = lines(tensor), lines(uneven_tensor)
expected = 0.75 * abs(CHI) * np.array([2 * eta / 3, 1 - eta / 3, 1 + eta / 3])
assert np.allclose(uneven_lines, np.sort(expected), atol=1e-10)
assert np.allclose(even_lines, [0, 3, 3], atol=1e-10)
assert np.allclose(lines(-uneven_tensor), uneven_lines, atol=1e-10)

# Coherence between hybrids transfers population between s and in-plane p.
coherence = 0.05
mixed = N_SIGMA * np.eye(3) + coherence * (np.ones((3, 3)) - np.eye(3))
mixed_sigma = sp2.T @ mixed @ sp2
n_pi_mixed = infer(mixed_sigma, pz)
assert np.isclose(n_pi_mixed, N_SIGMA - coherence + CHI / Q0, atol=1e-10)

# Slight pyramidal distortion: all three bonds rise from the plane.
rise_deg = 10.0
rise = np.radians(rise_deg)
bond_cos = -0.5 * np.cos(rise)**2 + np.sin(rise)**2
s_part = -bond_cos / (1 - bond_cos)
pyramid = np.array([np.r_[np.sqrt(s_part), np.sqrt(1 - s_part) * np.array(
    [np.cos(rise) * np.cos(a), np.cos(rise) * np.sin(a), np.sin(rise)])]
    for a in angles])
assert np.allclose(pyramid @ pyramid.T, np.eye(3), atol=1e-12)
lone = null_space(pyramid)[:, 0]
lone_s = lone[0]**2
n_lone = infer(N_SIGMA * pyramid.T @ pyramid, lone)
assert np.isclose(lone_s, 2 * np.tan(rise)**2, atol=1e-12)
assert np.isclose(n_lone, N_SIGMA + CHI / Q0 / (1 - 2 * np.tan(rise)**2))

# Free-atom ROHF: sign and scale of q0, and its trend with charge.
# Only s and p basis functions are kept, so open orbitals are pure p.
basis = [shell for shell in gto.basis.load("cc-pvtz", "N") if shell[0] < 2]


def atomic_inverse_cube(charge, unpaired):
    mol = gto.M(atom="N 0 0 0", basis={"N": basis}, charge=charge,
                spin=unpaired, verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-10
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    orbitals = mf.mo_coeff[:, np.isclose(mf.mo_occ, 1)]
    t, w = np.polynomial.legendre.leggauss(240)
    t, w = (t + 1) / 2, w / 2
    r, dr = 25 * t**2, 50 * t * w
    squared = np.zeros_like(r)
    for axis in np.eye(3):
        values = mol.eval_gto("GTOval_sph", r[:, None] * axis) @ orbitals
        squared += np.sum(values**2, axis=1)
    squared *= 4 * np.pi / (3 * orbitals.shape[1])
    assert abs(np.sum(dr * r**2 * squared) - 1) < 1e-5
    return np.sum(dr * squared / r)


r3_atom = atomic_inverse_cube(0, 3)
r3_cation = atomic_inverse_cube(1, 2)
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
Q_BARN = 0.02
mhz_per_au = Q_BARN * 1e-28 * hartree / (bohr**2 * const.h) / 1e6
q0_atom = -0.8 * r3_atom * mhz_per_au
assert -15 < q0_atom < -8
contraction = r3_cation / r3_atom
assert contraction > 1
q0_charged = Q0 * contraction**net_charge
n_pi_charged = N_SIGMA + CHI / q0_charged

# Three neighbours carry point charges that neutralize the nitrogen.
bond_angstrom = 1.7
bond = bond_angstrom * 1e-10 / bohr
neighbour_charge = -net_charge / 3
external = np.zeros((3, 3))
for a in angles:
    d = bond * np.array([np.cos(a), np.sin(a), 0])
    external += neighbour_charge * (
        3 * np.outer(d, d) - bond**2 * np.eye(3)) / bond**5
chi_external = external[2, 2] * mhz_per_au
n_pi_external = infer(sigma, pz, CHI - chi_external)
assert abs(n_pi_external - n_pi) < 0.05

print(f"Input coupling along normal: {CHI:.1f} MHz")
print(f"Input coupling per p electron: {Q0:.1f} MHz")
print(f"Input population per sigma hybrid: {N_SIGMA:.2f} electrons")
print(f"s population: {full[0, 0]:.3f} electrons")
print(f"px population: {full[1, 1]:.3f} electrons")
print(f"py population: {full[2, 2]:.3f} electrons")
print(f"pi excess over in-plane p: {n_pi - full[1, 1]:.3f} electrons")
print(f"Inferred pi population: {n_pi:.3f} electrons")
print(f"Total valence population: {np.trace(full):.3f} electrons")
print(f"Net nitrogen charge: {net_charge:.3f} e")
print(f"In-plane couplings: {tensor[0,0]:.3f}, {tensor[1,1]:.3f} MHz")
print(f"Pi population if coupling is positive: {n_pi_plus:.3f} electrons")
print(f"Spin-1 lines, equal hybrids: {np.round(abs(even_lines), 3)} MHz")
print(f"Unequal hybrid populations: {populations} electrons")
print(f"Pi population, unequal hybrids: {n_pi_uneven:.3f} electrons")
print(f"Unequal tensor xx, yy, zz: {np.round(np.diag(uneven_tensor), 3)} MHz")
print(f"Asymmetry, unequal hybrids: {eta:.3f} (no unit)")
print(f"Spin-1 lines, unequal hybrids: {np.round(uneven_lines, 3)} MHz")
print(f"Assumed hybrid coherence: {coherence:.3f} electrons")
print(f"s population with coherence: {mixed_sigma[0,0]:.3f} electrons")
print(f"In-plane p with coherence: {mixed_sigma[1,1]:.3f} electrons")
print(f"Pi population with coherence: {n_pi_mixed:.3f} electrons")
print(f"Assumed bond rise from plane: {rise_deg:.1f} degrees")
print(f"Lone-pair s fraction: {lone_s:.4f} (no unit)")
print(f"Lone-pair population when pyramidal: {n_lone:.3f} electrons")
print(f"ROHF <r^-3>, N atom: {r3_atom:.3f} bohr^-3")
print(f"ROHF <r^-3>, N+ ion: {r3_cation:.3f} bohr^-3")
print(f"Rough 14N quadrupole moment used: {Q_BARN:.2f} barn")
print(f"Coupling per gradient atomic unit: {mhz_per_au:.3f} MHz")
print(f"Free-atom coupling per p electron: {q0_atom:.2f} MHz")
print(f"Contraction ratio N+ to N: {contraction:.3f} (no unit)")
print(f"Charge-scaled coupling per p electron: {q0_charged:.2f} MHz")
print(f"Pi population with charge scaling: {n_pi_charged:.3f} electrons")
print(f"Rough neighbour distance: {bond_angstrom:.1f} angstrom")
print(f"Charge on each neighbour: {neighbour_charge:.3f} e")
print(f"Neighbour coupling along normal: {chi_external:.3f} MHz")
print(f"Pi population after neighbour correction: {n_pi_external:.3f} electrons")
for changed_q0 in (Q0 + 1, Q0 - 1):
    value = N_SIGMA + CHI / changed_q0
    print(f"Pi population for q0 = {changed_q0:.1f} MHz: {value:.3f} electrons")
for changed_n in (N_SIGMA - 0.05, N_SIGMA + 0.05):
    value = infer(changed_n * sp2.T @ sp2, pz)
    print(f"Pi population for n = {changed_n:.2f}: {value:.3f} electrons")
print("PASS")
```

Printed output:

```
Input coupling along normal: -4.0 MHz
Input coupling per p electron: -10.0 MHz
Input population per sigma hybrid: 1.30 electrons
s population: 1.300 electrons
px population: 1.300 electrons
py population: 1.300 electrons
pi excess over in-plane p: 0.400 electrons
Inferred pi population: 1.700 electrons
Total valence population: 5.600 electrons
Net nitrogen charge: -0.600 e
In-plane couplings: 2.000, 2.000 MHz
Pi population if coupling is positive: 0.900 electrons
Spin-1 lines, equal hybrids: [0. 3. 3.] MHz
Unequal hybrid populations: [1.5 1.2 1.2] electrons
Pi population, unequal hybrids: 1.700 electrons
Unequal tensor xx, yy, zz: [ 0.5  3.5 -4. ] MHz
Asymmetry, unequal hybrids: 0.750 (no unit)
Spin-1 lines, unequal hybrids: [1.5  2.25 3.75] MHz
Assumed hybrid coherence: 0.050 electrons
s population with coherence: 1.400 electrons
In-plane p with coherence: 1.250 electrons
Pi population with coherence: 1.650 electrons
Assumed bond rise from plane: 10.0 degrees
Lone-pair s fraction: 0.0622 (no unit)
Lone-pair population when pyramidal: 1.727 electrons
ROHF <r^-3>, N atom: 3.037 bohr^-3
ROHF <r^-3>, N+ ion: 3.767 bohr^-3
Rough 14N quadrupole moment used: 0.02 barn
Coupling per gradient atomic unit: 4.699 MHz
Free-atom coupling per p electron: -11.42 MHz
Contraction ratio N+ to N: 1.241 (no unit)
Charge-scaled coupling per p electron: -8.79 MHz
Pi population with charge scaling: 1.755 electrons
Rough neighbour distance: 1.7 angstrom
Charge on each neighbour: 0.200 e
Neighbour coupling along normal: -0.085 MHz
Pi population after neighbour correction: 1.691 electrons
Pi population for q0 = -9.0 MHz: 1.744 electrons
Pi population for q0 = -11.0 MHz: 1.664 electrons
Pi population for n = 1.25: 1.650 electrons
Pi population for n = 1.35: 1.750 electrons
PASS
```
